# Positronium in a spherical pore: when level spacing equals thermal energy

## Problem

Positronium (Ps), the bound state of an electron and a positron, can be trapped in the pores of an insulating film. Its lifetime there depends on how often it meets the electrons of the pore wall, and so on which quantum states of the pore it occupies.

Treat the pore as a closed sphere in which Ps moves freely, with a hard wall at radius $R$ where the wavefunction of its centre of mass vanishes. At what $R$ does the gap between the lowest s level and the lowest p level equal $kT$ at 300 K? What does this equality say about the occupation of the levels, and how far do the neglected features of a real pore move the answer?

Lengths are in nm and level energies in meV. The thermal energy is $kT=25.852$ meV.

## What moves, and with what mass

Let $m$ be the electron mass, which is also the positron mass. Along one axis, put $X=(x_1+x_2)/2$ and $d=x_1-x_2$. The chain rule gives

$$\partial_1=\tfrac12\partial_X+\partial_d,\qquad \partial_2=\tfrac12\partial_X-\partial_d .$$

When the squares are added, the cross terms cancel:

$$-\frac{\hbar^2}{2m}\left(\partial_1^2+\partial_2^2\right)=-\frac{\hbar^2}{4m}\partial_X^2-\frac{\hbar^2}{m}\partial_d^2 .$$

The first term is the kinetic energy of a particle of mass $2m$. The second belongs to the relative motion, with reduced mass $m/2$. The other two axes behave in the same way.

The internal levels of Ps are those of hydrogen with half the binding energy, because the reduced mass is halved. The first excitation of the relative motion therefore costs $\tfrac34\times\tfrac12$ of the Rydberg energy, or 5.10 eV, about 197 times $kT$. Thermal energy therefore leaves the relative motion in its ground state. The two spin states of Ps differ by only about 0.8 meV, but this splitting does not alter the level gaps of the centre-of-mass motion. If the wall is also taken to act on the centre of mass alone, the problem is that of one particle of mass $2m$. Its energy scale is set by

$$C=\frac{\hbar^2}{2(2m)}=\frac{\hbar^2}{4m}=19.050\ \text{meV nm}^2 ,$$

and a state of wavenumber $k$ has energy $Ck^2$.

## First estimate by scaling

The wall allows wavenumbers of order $1/R$, so every level and every gap has the form $C/R^2$ times a pure number. To guess that number for the gap, look along a diameter of length $2R$. The lowest state has one half-wave there. A p state changes sign across a plane through the centre, so along the diameter perpendicular to that plane it has two half-waves. If the motion across this diameter costs the same in both states, the gap is that of a one-dimensional box:

$$\Delta_{\rm est}=C\left(\frac{\pi}{2R}\right)^2(2^2-1^2)=\frac{3\pi^2}{4}\frac{C}{R^2}=7.40\,\frac{C}{R^2}.$$

Setting this equal to $kT$ gives

$$R_{\rm est}=\sqrt{\frac{7.40\times19.05}{25.85}}\ \text{nm}=2.34\ \text{nm}.$$

The dependence on $C$, $R$ and $T$ is reliable, since it follows from dimensions. The factor 7.40 is a guess.

## Exact solution of the hard-wall model

Write the wavefunction as $\psi=[u(r)/r]\,Y_{lm}$. The radial part of the Laplacian acting on $u/r$ gives $u''/r$, and the angular part gives $-l(l+1)u/r^3$. Hence

$$u''+\left[k^2-\frac{l(l+1)}{r^2}\right]u=0,\qquad E=Ck^2,\qquad u(0)=u(R)=0 .$$

**The s level.** For $l=0$ the solution that vanishes at the origin is $u=\sin kr$. The wall requires $\sin kR=0$, and the lowest non-trivial solution is $kR=\pi$.

**The p level.** For $l=1$, put $z=kr$ and try

$$u=\frac{\sin z}{z}-\cos z .$$

Differentiating twice with respect to $z$,

$$u'=\frac{\cos z}{z}-\frac{\sin z}{z^2}+\sin z,$$

$$u''=-\frac{\sin z}{z}-\frac{2\cos z}{z^2}+\frac{2\sin z}{z^3}+\cos z .$$

Adding $u$ removes the first and last terms of $u''$:

$$u''+u=\frac{2}{z^2}\left(\frac{\sin z}{z}-\cos z\right)=\frac{2}{z^2}u ,$$

which is the required equation with $l(l+1)=2$. Near the origin $u\approx(1-z^2/6)-(1-z^2/2)=z^2/3$, so the boundary condition there holds. The second independent solution grows as $1/z$ and is excluded.

At the wall, with $x=kR$, the condition is $\sin x-x\cos x=0$, or $\tan x=x$. To find the first positive root, let $g(x)=\sin x-x\cos x$. Then $g(0)=0$ and $g'(x)=x\sin x$, which is positive between 0 and $\pi$, so there is no root in that interval. Beyond $\pi$ the function falls, from $g(\pi)=\pi$ to $g(3\pi/2)=-1$, and crosses zero once. On this branch $\tan x=x$ means $x=\pi+\arctan x$. Iterating from 4.5 gives 4.49372, 4.49342 and then

$$x_p=4.49341 .$$

**The gap.** With $x_s=\pi$,

$$\Delta(R)=\frac{C}{R^2}\left(x_p^2-x_s^2\right)=\frac{C}{R^2}(20.1907-9.8696)=10.3211\,\frac{C}{R^2}.$$

Setting $\Delta=kT$ and solving for the radius,

$$R^*=\sqrt{\frac{C(x_p^2-\pi^2)}{kT}}=\sqrt{\frac{19.050\times10.3211}{25.852}}\ \text{nm}=2.758\ \text{nm}.$$

The radius is 2.8 nm to two figures. The s level then lies at 24.721 meV and the p level at 50.573 meV above the floor of the well. At $R=2.8$ nm itself the gap is 25.079 meV, or $0.970\,kT$.

Since $R^*\propto T^{-1/2}$, warming to 400 K lowers it to 2.388 nm.

## Comparison of the two

At a fixed radius the estimated gap is 28 % below the exact one. The radius varies as the square root of the gap number, so the estimated radius is 15 % too small.

The missing energy can be located. Extend $\psi$ by zero outside the well and take its Fourier transform, which has the same angular dependence as $\psi$. The mean of $k_z^2$ is therefore the mean of $k^2$ times the angular average of $\cos^2\theta$. For an s state this average is $1/3$. For a p state directed along $z$, whose density varies as $\cos^2\theta$, it is

$$\frac{\int_{-1}^{1}\mu^4\,d\mu}{\int_{-1}^{1}\mu^2\,d\mu}=\frac{2/5}{2/3}=\frac35 ,$$

and the two transverse directions share the remaining $2/5$ equally.

In units of $C/R^2$, motion along $z$ thus costs $9.87/3=3.29$ in the s state and $\tfrac35\times20.19=12.11$ in the p state, a difference of 8.82. The estimate had 2.47 and 9.87, a difference of 7.40. Its values are low because it gave every line parallel to $z$ the full length $2R$, whereas lines off the axis are shorter.

Transverse motion costs $\tfrac23\times9.87=6.58$ in the s state and $\tfrac25\times20.19=8.08$ in the p state. The difference, 1.50, was left out entirely. The shortfall of 2.92 is thus about half longitudinal and half transverse.

## What the equality means for occupation

Suppose that Ps has reached thermal equilibrium with the film before it annihilates. The p level contains three states and the s level one, leaving aside the spin factor common to both. At $R^*$ their populations are in the ratio

$$\frac{N_p}{N_s}=3e^{-\Delta/kT}=\frac3e=1.104 .$$

The p level is already the more populated of the two. Higher levels count as well: the next one, with $l=2$, has $x^2=33.2$ and five states. Summing the Boltzmann factors over the numerically determined zeros of the spherical Bessel functions up to $x=20$ gives 34.3 % of Ps in the lowest s level, 37.9 % in the lowest p level and the remaining 27.8 % higher up. The equality $\Delta=kT$ therefore does not mark the start of thermal excitation.

In a small well the gap is large and the s level dominates. The same sum gives it 95 % of the population at $R=1.370$ nm, where $\Delta=4.053\,kT$. Two levels nearly suffice there: $3e^{-4.053}=0.052$, and $1/(1+0.052)=0.95$.

## Why the occupation matters for pore sizing

Contact with the wall can be measured by the probability of finding Ps in a thin outer shell, $R-\delta<r<R$. This needs the slope of $u$ at the wall. Normalize $\int_0^R u^2dr=1$. Multiplying the radial equation by $u$ and integrating by parts gives

$$\int_0^R u'^2\,dr+l(l+1)\int_0^R\frac{u^2}{r^2}\,dr=k^2 .$$

Multiplying it instead by $2ru'$ gives

$$r(u'^2)'+k^2r(u^2)'-\frac{l(l+1)}{r}(u^2)'=0 .$$

Integrate each term by parts from 0 to $R$. The boundary terms containing $u$ vanish at both ends, which leaves

$$R\,u'(R)^2-\int_0^R u'^2\,dr-k^2-l(l+1)\int_0^R\frac{u^2}{r^2}\,dr=0 .$$

By the first identity the two integrals add up to $k^2$. Hence $R\,u'(R)^2=2k^2$, or $u'(R)^2=2x^2/R^3$. Close to the wall $u\approx u'(R)(r-R)$, so to leading order in $\delta/R$

$$P_{\rm shell}=u'(R)^2\,\frac{\delta^3}{3}=\frac23x^2\left(\frac{\delta}{R}\right)^3 .$$

For a shell of 0.17 nm at $R^*$ this gives 0.154 % for the s state and 0.315 % for the p state. Direct numerical integration of $u^2$ gives 0.153 % and 0.311 %, a ratio of 2.03.

If annihilation with wall electrons is proportional to this overlap, a p state decays by that route about twice as fast as an s state. In the thin-shell law the overlap grows as $x^2$, and every excited level has $x^2\ge x_p^2$. At $R^*$ the thermal average is then at least $0.343+0.657\times2.05=1.69$ times the s value. The full thermal sum gives about 2.2. A pore size inferred from the s state alone would be wrong there. The lifetime changes by less than this factor, because ortho-Ps also decays by itself at $1/(142\ \text{ns})=0.007$ ns$^{-1}$. With the customary rate of 2 ns$^{-1}$ inside the shell, wall annihilation from the s state adds only 0.003 ns$^{-1}$ at $R^*$, and thermal excitation shortens the lifetime from about 99 to about 72 ns. At $R=1.370$ nm the corresponding excess is about 5 %.

## Features left out of the model

Each effect below is treated separately, with the others held at their hard-sphere values.

**Soft wall.** Replace the hard wall by a potential step of height $V_0=1$ eV, a rough value for a silica-like wall. Outside, the s wave decays as $e^{-\kappa r}$ with $\kappa=\sqrt{(V_0-E)/C}$. Continuity of $u$ and $u'$ requires $k\cot kR=-\kappa$, or

$$kR=\pi-\arctan\frac{k}{\kappa}\approx\pi-\frac{k}{\kappa}.$$

Thus $k(R+1/\kappa)\approx\pi$: the well acts as a hard one enlarged by the penetration length, which is $\sqrt{C/V_0}=0.138$ nm for $E\ll V_0$. For the p wave the outer solution is $e^{-\kappa r}(1+1/\kappa r)$. Solving both matching conditions numerically at $R^*$ gives a gap of 23.424 meV, which is 9.4 % below the hard-wall gap. Equality with $kT$ then occurs with the step at 2.618 nm, close to $2.758-0.138=2.620$ nm.

**Size of Ps.** The electron and positron lie on opposite sides of their centre, so one of them can reach the wall before the centre does. The reduced mass $m/2$ doubles the Bohr radius $a_0$ of hydrogen, so the internal density falls as $e^{-s/a_0}$ with the separation $s$. The mean separation is

$$\frac{\int_0^\infty s^3e^{-s/a_0}ds}{\int_0^\infty s^2e^{-s/a_0}ds}=\frac{6a_0^4}{2a_0^3}=3a_0 ,$$

and each particle is on average $3a_0/2=0.079$ nm from the centre. Moving the hard wall inward by this distance raises the gap by 6.0 % and moves the required radius to 2.837 nm. This is a rough size for the effect, since the distortion of Ps at the wall is not calculated.

**Elongation.** Stretch the sphere into a spheroid of the same volume, with long semi-axis $Rq^{2/3}$ and short semi-axes $Rq^{-1/3}$, where $q$ is their ratio. Rescaling the coordinates back to a sphere multiplies the longitudinal kinetic energy by $q^{-4/3}$ and the transverse part by $q^{2/3}$. With the shares found above, first-order perturbation theory gives, to first order in $\ln q$, the factors

$$\text{s:}\quad 1+\left(\tfrac23\cdot\tfrac23-\tfrac13\cdot\tfrac43\right)\ln q=1,$$

$$\text{p along the long axis:}\quad 1+\left(\tfrac25\cdot\tfrac23-\tfrac35\cdot\tfrac43\right)\ln q=1-\tfrac{8}{15}\ln q .$$

The gap number changes by $-\tfrac{8}{15}x_p^2\ln q$. For $q=1.2$ this is $-1.96$, or $-19.0$ % of 10.32.

A variational calculation, with polynomials multiplied by a factor that vanishes at the wall, gives a gap number of 8.582, a change of $-16.8$ %. The equality then occurs for a pore with the volume of a sphere of radius 2.515 nm. With the barrier height and axis ratio chosen here, this is the largest of the three effects on the lowest gap; a rounder pore or a lower barrier could change the order. It concerns the p state along the long axis; the other two p states rise, each by a factor $1+\tfrac{4}{15}\ln q$ to first order, so the threefold level splits. The three shifts sum to zero, $-\tfrac{8}{15}+2\cdot\tfrac{4}{15}=0$, so the occupation does not change at first order: at $q=1.2$ the s share at $R^*$ is 34.2 % instead of 34.3 %, whereas the soft wall lowers it to about 30 % and the size of Ps raises it to about 37 %. For the occupation, elongation is the smallest of the three effects.

## Beside a real film

Porous organosilicate films used as low-k dielectrics have pore diameters of very roughly 1 to 5 nm. In the shell picture of pore sizing, the Ps wavefunction vanishes not at the pore surface but about 0.17 nm (a rough value) inside the wall material. The pore radius corresponding to $R^*$ is then $2.758-0.17=2.59$ nm, a diameter of 5.2 nm, at or slightly beyond the large end of that range. This displacement plays the same part as the penetration into a soft wall, so applying both would count it twice.

The 95 % condition, $R=1.370$ nm, corresponds to a pore diameter of 2.4 nm, well inside the range. Within this model, thermalized Ps at 300 K is thus described by the s state alone in the smaller pores of such films but not in the larger ones.

Real pores are not perfect spheres, and elongation to an axis ratio of only 1.2 moves the required radius, taken as that of the sphere of equal volume, from 2.758 to 2.515 nm. This refers to the lowest gap only; the populations, and with them the 95 % condition, move far less. Pores may also be connected, which lets Ps spread or escape; the closed-well levels then no longer apply, and the size of that change is not estimated here. If Ps annihilates before it thermalizes, the level gap is unaffected, but the populations given above do not hold.
